# Symmetry Mixing and the Magnetoresistance Plateau of a Tunnel Junction

## The question

Two ferromagnetic electrodes are separated by a crystalline barrier. Electrons of the symmetry called $\Delta_1$ decay slowly in the barrier, and those of symmetry $\Delta_5$ decay faster. At the Fermi energy the majority electrons of each electrode have an open $\Delta_1$ channel, while the minority electrons have none. With parallel magnetizations, majority electrons cross as $\Delta_1$. With antiparallel magnetizations, an electron that is majority on one side is minority on the other, and perfect symmetry forces it to cross as $\Delta_5$.

The magnetoresistance ratio

$$\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}}$$

should then grow exponentially with thickness, as long as only electrons of zero in-plane momentum are counted. Suppose, however, that an imperfect interface lets a small fraction of the antiparallel carriers use the $\Delta_1$ tail. What limit does the ratio approach in a thick barrier, and how?

For weak mixing the limit is $1/(2p)$, where $p$ is a relative probability for one spin channel. Estimating the ratio as the inverse of the mixing probability is thus right up to a factor that depends on how the probability is counted.

## Model and conventions

Take zero in-plane momentum first. The barrier has layers $1,\dots,N$ with spacing $a$, and $L=N-1$. Each layer has two orbitals, $\alpha=1$ for $\Delta_1$ and $\alpha=5$ for one $\Delta_5$ partner, with levels $\epsilon_\alpha$. Hopping between neighbouring layers is $-t$. On layers 1 and $N$ the orbitals are coupled by real energies $v_L$ and $v_R$ of equal magnitude $v$. Spin is conserved and scattering is elastic. Energies are in Ry and lengths in bohr; conductance is in $e^2/h$, so $G$ is a sum of transmissions.

In the barrier a tail $e^{-\theta_\alpha n}$ solves $(E-\epsilon_\alpha)\psi_n+t(\psi_{n-1}+\psi_{n+1})=0$ if

$$\cosh\theta_\alpha=\frac{\epsilon_\alpha-E}{2t},\qquad \theta_\alpha=\kappa_\alpha a,\qquad \theta_5>\theta_1 .$$

An electrode channel with level $\ell$ is a semi-infinite chain. If it is open, $E-\ell=-2t\cos q$ with $0<q<\pi$. Let the wave in the left electrode be $Ae^{iqn}+Be^{-iqn}$ for $n\le0$. The equation on layer 0 extends this form to $n=1$, so

$$\psi_1=Ae^{iq}+Be^{-iq},\qquad \psi_0=A+B=e^{iq}\psi_1+A(1-e^{2iq}).$$

Inserting $\psi_0$ in the equation for layer 1 adds a self-energy $\Sigma=-te^{iq}$ to its level and leaves a source of magnitude $2t|A|\sin q$. The incident flux is $2t|A|^2\sin q=\Gamma|A|^2$, with $\Gamma=-2\,\mathrm{Im}\,\Sigma$ and $\hbar=1$. Unit incident flux therefore gives a source of magnitude $\sqrt\Gamma$. The flux leaving layer $N$ is likewise $\psi_N^\dagger\Gamma_R\psi_N$. Summing over incident channels,

$$T=\mathrm{Tr}\,[\Gamma_R\,G_{N1}\,\Gamma_L\,G_{N1}^\dagger],$$

where $G_{N1}$ is the $2\times2$ response on layer $N$ to a source on layer 1. For a closed channel, with $z=E-\ell$ and $|z|>2t$, the decaying solution gives a real self-energy, $\Sigma=[z-\mathrm{sgn}(z)\sqrt{z^2-4t^2}]/2$, and $\Gamma=0$.

## The thick barrier factorizes

First let the barrier extend to infinity on the right. A source $s$ on layer 1 produces $\psi_1=g_Ls$, where

$$g^{-1}=\begin{pmatrix}1/D_1&-v\\-v&1/D_5\end{pmatrix},\qquad
\frac1{D_\alpha}=E-\epsilon_\alpha-\Sigma_\alpha+te^{-\theta_\alpha}.$$

The last term represents the rest of the barrier, because $\psi_2=e^{-\theta_\alpha}\psi_1$ in each orbital. The tail that reaches layer $N$ is $\varphi_N=e^{-\theta L}g_Ls$, where $\theta$ is diagonal.

Now attach the right electrode. Near layer $N$ the solution is the arriving tail plus a reflected tail that decays to the left. The reflected amplitude at layer $N$ is $\psi_N-\varphi_N$, so

$$\psi_{N-1}=e^{\theta}\varphi_N+e^{-\theta}(\psi_N-\varphi_N)
=e^{-\theta}\psi_N+2\sinh\theta\,\varphi_N .$$

The equation on layer $N$ then reads $g_R^{-1}\psi_N=-2t\sinh\theta\,\varphi_N$. Hence

$$G_{N1}\simeq-g_RKg_L,\qquad K_\alpha=2t\sinh\theta_\alpha\,e^{-\theta_\alpha L}.$$

What is neglected is the reflected tail returning to layer 1. Its slowest part has relative amplitude of order $e^{-2\theta_1L}$.

Since $g^{-1}-(g^{-1})^\dagger=i\Gamma$, multiplying by $g$ on the left and $g^\dagger$ on the right gives

$$g\Gamma g^\dagger=i(g-g^\dagger)\equiv W.$$

The opposite order, $g^\dagger\Gamma g$, gives the same matrix. By cyclic invariance of the trace,

$$T\simeq\mathrm{Tr}\,[W_RKW_LK].$$

The matrix $g$ is symmetric, so $W=-2\,\mathrm{Im}\,g$ is real and symmetric. Write $w=W_{11}$, $u=W_{55}$ and $x=W_{15}$. For two electrodes,

$$T=K_1^2w_Lw_R+K_5^2u_Lu_R+2K_1K_5x_Lx_R .$$

The terms are transport through the $\Delta_1$ tail, transport through the $\Delta_5$ tail, and their interference.

## Leading order: the plateau

At fixed nonzero mixing, $K_5/K_1\to0$ as $L\to\infty$, and the first term remains. Let $M$ and $m$ label majority and minority. The parallel junction has channels $MM$ and $mm$; the antiparallel junction has $Mm$ and $mM$. Define

$$p=\frac{w_m}{w_M}=\lim_{L\to\infty}\frac{T_{Mm}}{T_{MM}} .$$

Thus $p$ compares one antiparallel spin channel with the parallel majority channel. It is a relative probability, not the absolute chance that an electron striking the interface is scattered. It contains no thickness, because both transmissions carry the same factor $K_1^2$. Then

$$G_P\to K_1^2w_M^2(1+p^2),\qquad G_{AP}\to2K_1^2w_M^2p,$$

$$\mathrm{TMR}_\infty=\frac{1+p^2}{2p}-1=\frac{(1-p)^2}{2p}
=\frac1{2p}-1+\frac p2 .$$

The 2 counts the two antiparallel spin channels. If mixing is instead measured by the total ratio $q=G_{AP}/G_P=2p/(1+p^2)$, the plateau is $1/q-1$. This is the sense in which the magnetoresistance saturates at roughly the inverse mixing probability.

The coupling determines $p$. Inverting the $2\times2$ matrix gives $1/g_{11}=1/D_1-v^2D_5$. For a minority electrode $D_1$ is real. With $A_5=-2\,\mathrm{Im}\,D_5$, the imaginary part of $1/g_{11}$ is $v^2A_5/2$. Since $\mathrm{Im}\,g_{11}=-|g_{11}|^2\,\mathrm{Im}(1/g_{11})$,

$$w_m=v^2A_5|g_{11}|^2\simeq v^2A_5D_1^2,
\qquad p\simeq\frac{v^2A_5D_1^2}{w_M}.$$

The closed $\Delta_1$ orbital borrows its spectral weight from the open $\Delta_5$ channel. Halving $v$ quarters $p$ and raises the plateau about fourfold.

## First correction in thickness

Let

$$\xi=e^{-(\theta_5-\theta_1)L},\qquad h=\frac{\sinh\theta_5}{\sinh\theta_1},\qquad \frac{K_5}{K_1}=h\xi,$$

and let $s=\pm1$ be the sign of $v_Lv_R$. Dividing the antiparallel conductance by $K_1^2w_M^2$ gives

$$\frac{G_{AP}}{K_1^2w_M^2}=2\,(p+s\chi\xi+R\xi^2),$$

$$R=\frac{h^2u_Mu_m}{w_M^2},\qquad \chi=\frac{2hx_Mx_m}{w_M^2},$$

with $x_M$ and $x_m$ evaluated for positive $v$. Each $x$ is proportional to $v$ at leading order, so $\chi$ is of order $v^2$, like $p$. The ratio $\chi/p$ therefore stays finite as $v\to0$. In the parallel conductance the linear correction is only of relative order $v^2\xi$. Hence, for small $p$,

$$\mathrm{TMR}+1\simeq\frac1{2p}\left(1-s\frac{\chi}{p}\,\xi\right).$$

This is the first correction for one coherent junction. It can have either sign. It requires $\theta_5<3\theta_1$; otherwise the neglected reflections, of order $e^{-2\theta_1L}$, decay no faster than $\xi$.

The coefficient follows from the off-diagonal element $g_{15}\simeq vD_1D_5$. For the minority electrode $D_1$ is real, so $x_m\simeq vD_{1m}A_5$. Combining this with the formula for $p$,

$$\frac{\chi}{p}\simeq\frac{2h}{w_MD_{1m}}\,\frac{x_M}{v},
\qquad \frac{x_M}{v}\simeq-2\,\mathrm{Im}(D_{1M}D_{5M}).$$

A wide junction may contain regions whose two interface couplings have uncorrelated signs. If both relative signs are equally likely and the regions conduct in parallel, their conductances are averaged and the linear term cancels. For small $p$, and neglecting the $\Delta_5$ part of $G_P$,

$$\mathrm{TMR}+1\simeq\frac{1}{2(p+R\xi^2)}
\simeq\frac1{2p}\left(1-\frac Rp\,\xi^2\right).$$

The last expansion needs $R\xi^2\ll p$. For this $\xi^2$ term to dominate the reflections, $\theta_5<2\theta_1$ is needed.

## The other limit and the crossover

The limits $v\to0$ and $L\to\infty$ do not commute. At $v=0$ both $p$ and $\chi$ vanish, and for a thick barrier

$$\mathrm{TMR}+1\simeq\frac{1}{2R}\,e^{2(\theta_5-\theta_1)L}.$$

This is ideal symmetry filtering, with no plateau. At small nonzero $p$ the exponential growth bends over toward the plateau around the thickness where the two antiparallel contributions are equal, $R\xi^2=p$. Taking the logarithm,

$$N_*=1+\frac{\ln(R/p)}{2(\theta_5-\theta_1)} .$$

There the sign-averaged ratio $G_P/G_{AP}$ is about half its plateau value. A cleaner interface raises the plateau as $1/p$ but moves the crossover only logarithmically.

## Worked example

Take $t=0.1$ Ry, $E=0$, $a=4$ bohr and $v=0.02$ Ry. The levels, in Ry, are

| region | $\Delta_1$ | $\Delta_5$ |
|---|---:|---:|
| barrier | 0.25 | 0.35 |
| majority | 0 | 0.1 |
| minority | 0.3 | −0.1 |

These are round model parameters. The decay condition gives $\cosh\theta_1=1.25$ and $\cosh\theta_5=1.75$, hence $\theta_1=0.6931$, $\theta_5=1.1588$ and $2(\theta_5-\theta_1)=0.9313$. Both inequalities on $\theta_5/\theta_1$ hold.

For the closed minority channel,

$$\Sigma_1=\frac{-0.3+\sqrt{0.09-0.04}}2=-0.0382\ \mathrm{Ry},$$

$$D_{1m}=\frac1{-0.25+0.0382+0.05}=-6.18\ \mathrm{Ry}^{-1}.$$

The same definitions give $A_5=1.208$ and $w_M=4.00$ Ry$^{-1}$ at $v=0$. Therefore

$$p\simeq\frac{(0.02)^2(1.208)(6.18)^2}{4.00}=0.00461 .$$

Keeping $v$ in the full $2\times2$ inverse also gives $p=0.00461$ to this precision. The plateau is

$$\mathrm{TMR}_\infty=\frac{(1-0.004611)^2}{2(0.004611)}\simeq107.4,$$

or about 10,700 percent. The bare inverse $1/p$ is 217, and $1/(2p)$ is 108.4.

With $R=0.602$, the crossover is

$$N_*=1+\frac{\ln(0.602/0.00461)}{0.9313}=6.23,$$

at a distance $(N_*-1)a=20.9$ bohr, or 1.11 nm, between the first and last barrier layers. These numbers count one $\Delta_5$ partner. The $\Delta_5$ level is twofold degenerate, and a second, unmixed partner doubles $R$. That halves the thick-barrier $v=0$ ratios (1814 instead of 3628 at $N=10$) and adds $\ln2/0.9313=0.74$ to $N_*$, but it leaves the plateau at 107.4.

Solving the full layer equations by matrix inversion, without the thick-barrier approximation, gives these TMR ratios. The mixed case is computed from conductances averaged over the relative sign of the couplings.

| $N$ | $v=0$ | $v=0.02$ Ry |
|---:|---:|---:|
| 4 | 13.8 | 12.1 |
| 6 | 87.6 | 48.0 |
| 7 | 222 | 72.1 |
| 10 | 3628 | 104.3 |
| 20 | $4.02\times10^7$ | 107.4 |

Half the plateau of $G_P/G_{AP}$ is about 54. The mixed junction passes it between $N=6$, where $\mathrm{TMR}+1=49$, and $N=7$, where it is 73, as the crossover formula predicts.

For the interference coefficient, the majority values at $v=0$ are $D_{1M}=-4-2i$ and $D_{5M}\simeq-3.37-1.09i$ Ry$^{-1}$. Their product has imaginary part 11.1, so $x_M/v\simeq-22.2$ Ry$^{-2}$. With $h=1.91$,

$$\frac{\chi}{p}\simeq\frac{2(1.91)(-22.2)}{(4.00)(-6.18)}\simeq3.4 .$$

Couplings of the same sign therefore increase $G_{AP}$ and lower the TMR. At $N=20$, $\xi=e^{-0.9313\times19/2}=1.4\times10^{-4}$, and the predicted shift is $108.4\times3.4\times1.4\times10^{-4}\simeq0.05$. The full solution gives 107.38 for the same sign and 107.48 for opposite signs. At $N=6$ the values are 41.8 and 56.2: near the crossover interference is appreciable, and an expansion about the plateau is no longer adequate.

## When is $p$ independent of thickness?

Interface mixing satisfies the assumption directly. Weak symmetry mixing inside the barrier can satisfy it too. Consider a scatterer $j$ layers before the exit, in the channel from majority to minority. The electron reaches it as $\Delta_1$ and must finish as $\Delta_5$. Apart from fixed factors, the amplitude is

$$e^{-\theta_1(L-j)}e^{-\theta_5j}=e^{-\theta_1L}e^{-(\theta_5-\theta_1)j}.$$

Relative to clean $\Delta_1$ transport, the probability is multiplied by $e^{-2(\theta_5-\theta_1)}=0.394$ for each further layer of depth. For independent scatterers the sum over depth is a convergent geometric series, so layers near the exit determine $p$. The opposite spin channel has the same structure at the entrance.

The full solution with a single scatterer gives a factor 0.397 from $j=2$ to 3, and 0.395 from 3 to 4. The small excess comes from reflection of the $\Delta_1$ tail at the exit. Its coefficient is $-2t\sinh\theta_1D_{1m}-1=-0.073$, which multiplies the amplitude at depth $j$ by $1-0.073e^{-2\theta_1j}$. This reduces the contribution of shallow scatterers slightly more than that of deep ones.

Spin-flip scattering is different. An electron can enter as majority $\Delta_1$, flip its spin in the barrier, and leave as majority $\Delta_1$ of the reversed electrode. Its decay factor is $e^{-\theta_1L}$ wherever the flip occurs. Weak independent flips then add a probability proportional to the number of layers, and the ratio falls with thickness instead of staying on a plateau.

## In-plane momentum makes the approach slower

A wide junction also carries electrons with in-plane momentum $\mathbf k$, for which the symmetry distinction is imperfect. Let the mixing amplitude acquire a part linear in $\mathbf k$. After averaging over direction, the linear term in the probability cancels, leaving at small $k$

$$p(k)=p_0+ck^2 .$$

The coefficient $c$ also includes changes of order $k^2$ in the electrode factors that enter $p$, and these may be negative. It is taken positive here, as it is when the linear mixing dominates.

For a parabolic barrier in Rydberg units, the $\Delta_1$ current has weight $\exp[-2d(\sqrt{\kappa_1^2+k^2}-\kappa_1)]$ at thickness $d$, apart from a common factor. Take the electrode factors in this weight as constant over the range of $k$ that matters. Set $y=\sqrt{\kappa_1^2+k^2}-\kappa_1$, so that $k^2=y^2+2\kappa_1y$ and $k\,dk=(y+\kappa_1)\,dy$. Then

$$\langle k^2\rangle=
\frac{\int_0^\infty(y^3+3\kappa_1y^2+2\kappa_1^2y)e^{-2dy}dy}
{\int_0^\infty(y+\kappa_1)e^{-2dy}dy}.$$

Using $\int_0^\infty y^ne^{-2dy}dy=n!/(2d)^{n+1}$ and $X=2\kappa_1d$,

$$\langle k^2\rangle=\frac{\kappa_1}{d}\,
\frac{1+3/X+3/X^2}{1+1/X}
=\frac{\kappa_1}{d}+O(d^{-2}).$$

Neglecting $\Delta_5$ transport and terms of order $p^2$, the conductance ratio $G_P/G_{AP}=\mathrm{TMR}+1$ is close to

$$\frac1{2\langle p\rangle}\simeq\frac1{2p_0}
\left(1-\frac{c\kappa_1}{p_0d}\right).$$

The plateau survives, but the first correction is now algebraic. For $p_0=0$ the same estimate grows only linearly, as $d/(2c\kappa_1)$.

As an illustration, take $c=1$ bohr$^2$, with $\kappa_1=0.1733$ bohr$^{-1}$ and $p_0=0.00461$ as above. The correction length $c\kappa_1/p_0$ is about 38 bohr. The complete expression for $\langle k^2\rangle$ gives $1/(2\langle p\rangle)=31$ at 20 bohr, 72 at 80 bohr and 97 at 320 bohr, against the limit 108. Only the leading term $\kappa_1/d$ is secure: the $k$ dependence of the factors taken as constant changes $\langle k^2\rangle$ at the same relative order, $1/X$, as the extra terms kept. At 20 bohr those terms are 30 percent of $\langle k^2\rangle$, so the first value is rough. The largest distance illustrates the asymptotics rather than a practical device, since the current is then extremely small. With this $c$, a junction 20 bohr thick is far below its plateau even before $\Delta_5$ leakage is counted.

The estimate $1/(2p)$ thus describes the thick-barrier limit, not the ratio at every usable thickness. It also leaves out interface resonances, diffuse scattering that changes the in-plane momentum, inelastic transport and the band structure of a particular junction.
